# Low-Frequency Capacitance of an Intrinsic Silicon Surface: verification in Python

```python
# Result under test: for undoped silicon in equilibrium, the low-frequency
# semiconductor capacitance per area is
#     C_s = (eps/L) cosh(q psi_s / 2kT),  L = sqrt(eps kT / (2 q^2 n_i)),
# with its minimum eps/L at flat band (psi_s = 0).
# psi_s: surface potential from neutral bulk; n_i: intrinsic density;
# eps: full permittivity; u = q psi/kT; vt = kT/q.
# Working units: cm, V, F, C, s. Donor density is zero unless stated.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
temperature = 300.0
vt = const.k * temperature / q
eps = 11.7 * const.epsilon_0 / 100
eps_ox = 3.9 * const.epsilon_0 / 100
ni = 1.0e10
wafer = 0.05
t_ox = 1.0e-6
c_ox = eps_ox / t_ox
debye = np.sqrt(eps * vt / (2 * q * ni))
c_min = eps / debye


def bulk_densities(donors, n_intr):
    n0 = donors / 2 + np.sqrt(donors**2 / 4 + n_intr**2)
    return n0, n_intr**2 / n0


def solve_poisson(us, donors=0.0, width=wafer, points=4000):
    """Finite-volume Newton solution with u(0)=us and u(width)=0."""
    n0, p0 = bulk_densities(donors, ni)
    stretch = 9.0
    x = width * np.expm1(stretch * np.linspace(0, 1, points))
    x /= np.expm1(stretch)
    h = np.diff(x)
    cell = (h[1:] + h[:-1]) / 2
    u = us * np.exp(-x / debye)
    u[-1] = 0.0
    for _ in range(100):
        rho = q * (p0 * np.exp(-u) - n0 * np.exp(u) + donors)
        slope = -q * (p0 * np.exp(-u) + n0 * np.exp(u))
        flux = np.diff(u) / h
        residual = np.diff(flux) + rho[1:-1] * cell / (eps * vt)
        band = np.zeros((3, points - 2))
        band[0, 1:] = 1 / h[1:-1]
        band[2, :-1] = 1 / h[1:-1]
        band[1] = -1 / h[1:] - 1 / h[:-1] + slope[1:-1] * cell / (eps * vt)
        step = solve_banded((1, 1), band, -residual)
        u[1:-1] += np.clip(step, -2, 2)
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    rho = q * (p0 * np.exp(-u) - n0 * np.exp(u) + donors)
    return x, u, rho


def numerical_capacitance(us, donors=0.0, du=0.02):
    """Minus the derivative of the integrated space charge."""
    x, _, rho_hi = solve_poisson(us + du, donors)
    _, _, rho_lo = solve_poisson(us - du, donors)
    return -trapezoid(rho_hi - rho_lo, x) / (2 * du * vt)


def ideal_capacitance(psi):
    return c_min * np.cosh(psi / (2 * vt))


def ideal_charge(psi):
    return -2 * eps * vt / debye * np.sinh(psi / (2 * vt))


def doped_capacitance(u, donors, n_intr, v_thermal):
    """Closed form |rho_s|/|E_s| for a uniformly doped bulk, u nonzero."""
    n0, p0 = bulk_densities(donors, n_intr)
    rho = q * (p0 * np.expm1(-u) - n0 * np.expm1(u))
    energy = p0 * (np.expm1(-u) + u) + n0 * (np.expm1(u) - u)
    return abs(rho) / np.sqrt(2 * q * v_thermal * energy / eps)


# Cosh law, charge law and position of the minimum
psi_table = np.array([-0.4, -0.2, -0.1, -0.05, 0.0, 0.05, 0.1, 0.2, 0.3, 0.4])
c_numeric = np.array([numerical_capacitance(p / vt) for p in psi_table])
assert np.allclose(c_numeric, ideal_capacitance(psi_table), rtol=2e-4)
near_flat = np.linspace(-0.02, 0.02, 9)
c_near = [numerical_capacitance(p / vt) for p in near_flat]
assert np.argmin(c_near) == 4
assert abs(debye * 1e4 - 29) < 0.5
x, _, rho = solve_poisson(0.4 / vt)
assert np.isclose(trapezoid(rho, x), ideal_charge(0.4), rtol=2e-4)

# Centroid depth of the added charge equals eps/C_s
x, _, rho_hi = solve_poisson(0.2 / vt + 0.02)
_, _, rho_lo = solve_poisson(0.2 / vt - 0.02)
added = rho_hi - rho_lo
centroid = trapezoid(x * added, x) / trapezoid(added, x)
assert np.isclose(centroid, debye / np.cosh(0.1 / vt), rtol=3e-4)

# Thin slab with neutral back contact: coth factor at flat band
x, u, rho = solve_poisson(0.01, width=1.5 * debye)
h0 = x[1] - x[0]
field = vt * (u[0] - u[1]) / h0 - rho[0] * h0 / (2 * eps)
c_slab = eps * field / (0.01 * vt)
assert np.isclose(c_slab, c_min / np.tanh(1.5), rtol=1e-4)

# Gate capacitance from its definition dQ/dV_G
x, _, rho_hi = solve_poisson(0.4 / vt + 0.02)
_, _, rho_lo = solve_poisson(0.4 / vt - 0.02)
d_charge = -trapezoid(rho_hi - rho_lo, x)
c_gate_numeric = d_charge / (0.04 * vt + d_charge / c_ox)
c_s_high = ideal_capacitance(0.4)
c_gate_high = c_ox * c_s_high / (c_ox + c_s_high)
assert np.isclose(c_gate_numeric, c_gate_high, rtol=2e-4)

# Residual donors: flat-band value, slope and shifted minimum
donors = 4.0e11
n0, p0 = bulk_densities(donors, ni)
debye_doped = np.sqrt(eps * vt / (q * (n0 + p0)))
c_flat_doped = numerical_capacitance(0.0, donors)
assert np.isclose(c_flat_doped, eps / debye_doped, rtol=1e-3)
asym = (n0 - p0) / (n0 + p0)
slope = (numerical_capacitance(0.1, donors)
         - numerical_capacitance(-0.1, donors)) / (0.2 * c_flat_doped)
assert np.isclose(slope, asym / 3, rtol=0.02)
found = minimize_scalar(doped_capacitance, bounds=(-14, -0.01),
                        args=(donors, ni, vt), method="bounded")
u_min_doped, c_min_doped = found.x, found.fun
assert np.isclose(numerical_capacitance(u_min_doped, donors),
                  c_min_doped, rtol=1e-3)

# Temperature at which n_i is ten times the residual donor density
gap_eff = 1.21


def ni_at(temp):
    arg = gap_eff * q / (2 * const.k) * (1 / temperature - 1 / temp)
    return ni * (temp / temperature)**1.5 * np.exp(arg)


t_hot = brentq(lambda temp: ni_at(temp) / (10 * donors) - 1, 300, 600)
vt_hot = const.k * t_hot / q
debye_hot = np.sqrt(eps * vt_hot / (2 * q * ni_at(t_hot)))
hot = minimize_scalar(doped_capacitance, bounds=(-1, -0.001),
                      args=(donors, ni_at(t_hot), vt_hot),
                      method="bounded", options={"xatol": 1e-8})
n_hot, p_hot = bulk_densities(donors, ni_at(t_hot))
asym_hot = (n_hot - p_hot) / (n_hot + p_hot)
assert np.isclose(hot.x, -4 * asym_hot / 3, rtol=0.02)

# Degeneracy: Fermi-Dirac electrons, Boltzmann holes
n_c = 2.9e19


def degeneracy_loss(psi):
    u = psi / vt
    z0, z = ni / n_c, ni / n_c * np.exp(u)
    n = -n_c * float(mp.re(mp.polylog(1.5, -z)))
    rise = n_c * float(mp.re(mp.polylog(2.5, -z0) - mp.polylog(2.5, -z)))
    e_s = np.sqrt(2 * q * vt / eps * (rise + ni * np.expm1(-u)))
    return 1 - q * (n - ni * np.exp(-u)) / e_s / ideal_capacitance(psi)


psi_degenerate = brentq(lambda p: degeneracy_loss(p) - 0.05, 0.4, 0.55)

# Missing depth of a thermal electron gas at a hard wall, from its waves
k_grid = np.linspace(0, 8, 1601)
x_grid = np.linspace(0, 6, 601)
weight = np.exp(-k_grid**2)
waves = np.cos(2 * np.outer(x_grid, k_grid)) * weight
deficit = trapezoid(waves, k_grid, axis=1) / trapezoid(weight, k_grid)
assert np.isclose(trapezoid(deficit, x_grid), np.sqrt(np.pi) / 2, rtol=1e-5)


def missing_depth_nm(mass):
    length = const.hbar / np.sqrt(2 * mass * const.m_e * q * vt)
    return np.sqrt(np.pi) / 2 * length * 1e9


depth_heavy, depth_light = missing_depth_nm(0.92), missing_depth_nm(0.19)
depth_mean = (2 * depth_heavy + 4 * depth_light) / 6
thickness_high = eps / c_s_high * 1e7

# Interface traps and time scales
d_it = 1.0e10
c_it = q * d_it
mu_n, mu_p, lifetime = 1400.0, 450.0, 1.0e-3
sigma = q * ni * (mu_n + mu_p)
resistance = wafer / sigma
d_amb = 2 * vt * mu_n * mu_p / (mu_n + mu_p)
q_high = abs(ideal_charge(0.4))
sheet = q_high / q
fill_time = sheet / (ni * wafer / (2 * lifetime))

print(f"Temperature {temperature:.0f} K; kT/q = {vt*1e3:.3f} mV")
print(f"Relative permittivity Si {eps*100/const.epsilon_0:.1f}, "
      f"oxide {eps_ox*100/const.epsilon_0:.1f}")
print(f"Si permittivity = {eps:.4e} F/cm; n_i = {ni:.2e} cm^-3")
print(f"Wafer {wafer*1e4:.0f} um; oxide {t_ox*1e7:.0f} nm")
print(f"Debye length L = {debye*1e4:.2f} um")
print(f"One-carrier length = {debye*np.sqrt(2)*1e4:.2f} um")
print(f"L if n_i were 1.45e10 cm^-3 = {debye/np.sqrt(1.45)*1e4:.2f} um")
print(f"Minimum C_s = {c_min*1e9:.4f} nF/cm2; C_ox = {c_ox*1e9:.2f} nF/cm2")
print("psi_s V | cosh | C_s formula | C_s Poisson | C_gate nF/cm2 | VG-VFB V")
for psi, c_num in zip(psi_table, c_numeric):
    c_s = ideal_capacitance(psi)
    c_gate = c_s * c_ox / (c_s + c_ox)
    v_gate = psi - ideal_charge(psi) / c_ox
    print(f"{psi:6.2f} {c_s/c_min:10.4f} {c_s*1e9:10.4f} {c_num*1e9:10.4f} "
          f"{c_gate*1e9:10.4f} {v_gate:9.5f}")
psi_equal = 2 * vt * np.arccosh(c_ox / c_min)
print(f"C_s = C_ox at |psi_s| = {psi_equal:.4f} V")
print(f"Added-charge centroid at 0.2 V: Poisson {centroid*1e4:.4f} um, "
      f"formula {debye/np.cosh(0.1/vt)*1e4:.4f} um")
print(f"Slab W=1.5L, flat-band C/(eps/L): {c_slab/c_min:.5f}; "
      f"coth: {1/np.tanh(1.5):.5f}")
print(f"Wafer W/L = {wafer/debye:.2f}; coth(W/L)-1 = "
      f"{2/np.expm1(2*wafer/debye):.2e}")
print(f"Residual donors (rough) = {donors:.1e} cm^-3 = {donors/ni:.0f} n_i")
print(f"Doped: flat-band Debye length {debye_doped*1e4:.3f} um, "
      f"C_s {c_flat_doped*1e9:.4f} nF/cm2")
print(f"Doped: relative slope dlnC/du at flat band: {slope:.4f}; "
      f"t/3: {asym/3:.4f}")
print(f"Doped: minimum C_s {c_min_doped*1e9:.4f} nF/cm2 "
      f"at psi_s {u_min_doped*vt:.4f} V")
print(f"Effective gap for n_i(T) (rough) = {gap_eff:.2f} eV")
print(f"n_i = 10 donors at T = {t_hot:.1f} K; L there = {debye_hot*1e4:.3f} um")
print(f"Minimum there at psi_s = {hot.x*vt_hot*1e3:.3f} mV; "
      f"-4t/3 rule {-4*asym_hot/3*vt_hot*1e3:.3f} mV")
print(f"Trap density (rough) {d_it:.1e} /cm2/eV: C_it = {c_it*1e9:.3f} nF/cm2")
print(f"C_it/minimum C_s = {c_it/c_min:.2f}; equal at D_it = "
      f"{c_min/q:.2e} /cm2/eV")
print(f"At 0.4 V: surface n = {ni*np.exp(0.4/vt):.2e} cm^-3; "
      f"N_c (rough) = {n_c:.1e} cm^-3")
print(f"Degeneracy lowers C_s at 0.4 V by {degeneracy_loss(0.4)*100:.3f} %; "
      f"by 5 % at {psi_degenerate:.3f} V")
print(f"Wall missing depth: m=0.92 {depth_heavy:.2f} nm, m=0.19 "
      f"{depth_light:.2f} nm, valley mean {depth_mean:.2f} nm")
print(f"eps/C_s at 0.4 V = {thickness_high:.2f} nm; mean depth/this = "
      f"{depth_mean/thickness_high*100:.1f} %")
print(f"At 0.4 V: oxide field {q_high/eps_ox*1e-6:.4f} MV/cm, "
      f"oxide drop {q_high/c_ox:.4f} V")
print(f"Rough mobilities {mu_n:.0f}, {mu_p:.0f} cm2/Vs; "
      f"lifetime {lifetime*1e3:.0f} ms")
print(f"Dielectric relaxation time = {eps/sigma*1e6:.3f} us")
print(f"Wafer RC time: flat band {resistance*c_min*1e6:.2f} us, "
      f"0.4 V {resistance*c_gate_high*1e3:.2f} ms")
print(f"Ambipolar diffusion time W^2/D = {wafer**2/d_amb*1e3:.3f} ms")
print(f"At 0.4 V: |Q_s|/q = {sheet:.3e} cm^-2 = "
      f"{sheet/(ni*wafer):.0f} times n_i W")
print(f"Time to fill by bulk generation n_i/(2 lifetime) = {fill_time:.3f} s")
print("success")
```

Printed output:

```
Temperature 300 K; kT/q = 25.852 mV
Relative permittivity Si 11.7, oxide 3.9
Si permittivity = 1.0359e-12 F/cm; n_i = 1.00e+10 cm^-3
Wafer 500 um; oxide 10 nm
Debye length L = 28.91 um
One-carrier length = 40.88 um
L if n_i were 1.45e10 cm^-3 = 24.01 um
Minimum C_s = 0.3583 nF/cm2; C_ox = 345.31 nF/cm2
psi_s V | cosh | C_s formula | C_s Poisson | C_gate nF/cm2 | VG-VFB V
 -0.40  1145.0441   410.3105   410.3267   187.5082  -0.46144
 -0.20    23.9379     8.5778     8.5779     8.3699  -0.20128
 -0.10     3.5311     1.2653     1.2654     1.2607  -0.10018
 -0.05     1.5052     0.5394     0.5394     0.5385  -0.05006
  0.00     1.0000     0.3583     0.3583     0.3580   0.00000
  0.05     1.5052     0.5394     0.5394     0.5385   0.05006
  0.10     3.5311     1.2653     1.2654     1.2607   0.10018
  0.20    23.9379     8.5778     8.5779     8.3699   0.20128
  0.30   165.5248    59.3135    59.3146    50.6188   0.30888
  0.40  1145.0441   410.3105   410.3267   187.5082   0.46144
C_s = C_ox at |psi_s| = 0.3911 V
Added-charge centroid at 0.2 V: Poisson 1.2077 um, formula 1.2077 um
Slab W=1.5L, flat-band C/(eps/L): 1.10480; coth: 1.10479
Wafer W/L = 17.30; coth(W/L)-1 = 1.90e-15
Residual donors (rough) = 4.0e+11 cm^-3 = 40 n_i
Doped: flat-band Debye length 6.460 um, C_s 1.6035 nF/cm2
Doped: relative slope dlnC/du at flat band: 0.3331; t/3: 0.3329
Doped: minimum C_s 0.6029 nF/cm2 at psi_s -0.1393 V
Effective gap for n_i(T) (rough) = 1.21 eV
n_i = 10 donors at T = 394.0 K; L there = 1.657 um
Minimum there at psi_s = -2.263 mV; -4t/3 rule -2.261 mV
Trap density (rough) 1.0e+10 /cm2/eV: C_it = 1.602 nF/cm2
C_it/minimum C_s = 4.47; equal at D_it = 2.24e+09 /cm2/eV
At 0.4 V: surface n = 5.24e+16 cm^-3; N_c (rough) = 2.9e+19 cm^-3
Degeneracy lowers C_s at 0.4 V by 0.048 %; by 5 % at 0.523 V
Wall missing depth: m=0.92 1.12 nm, m=0.19 2.47 nm, valley mean 2.02 nm
eps/C_s at 0.4 V = 25.25 nm; mean depth/this = 8.0 %
At 0.4 V: oxide field 0.0614 MV/cm, oxide drop 0.0614 V
Rough mobilities 1400, 450 cm2/Vs; lifetime 1 ms
Dielectric relaxation time = 0.350 us
Wafer RC time: flat band 6.04 us, 0.4 V 3.16 ms
Ambipolar diffusion time W^2/D = 0.142 ms
At 0.4 V: |Q_s|/q = 1.324e+11 cm^-2 = 265 times n_i W
Time to fill by bulk generation n_i/(2 lifetime) = 0.530 s
success
```
